Cancelling Moments and a Reversible Internal Field in a 3Δ1 Molecule

In a model molecule described below, the orbital motion of the electrons contributes +0.993 to the magnetic g factor of the lowest rotational level, and the spin contributes −0.987. Only 0.006 is left. The same level is 99 percent polarized by an electric field of 1.5 V/cm, although its rotational constant corresponds to 10 GHz. Both facts trace back to the quantum numbers of a 3Δ1 state, provided that mixing with other electronic states is weak and rotation is slow, and together they make it a sensitive place to look for an electric dipole moment of the electron.

**Assumptions and conventions**

Hartree atomic units are used in the derivation (ħ = 1); numerical energies are given as frequencies, energy/h. The unit vector n lies along the molecular electric dipole d. The projections of L, S and J on n are Λ, Σ and Ω = Λ + Σ. The projection of J on the laboratory z axis is M, and both external fields, E and ℬ, lie along z. Nuclear spin, nuclear magnetic moments and vibration are left out. So is the moment produced by the rotation of the nuclear charges. For a heavy–light diatomic it shifts g of J = 1 by about −10⁻⁴, comparable in size and opposite in sign to the electronic rotational term kept below.

A 3Δ state has Λ = ±2 and S = 1. Its component 3Δ1 consists of (Λ, Σ, Ω) = (2, −1, 1) and (−2, 1, −1). Its admixtures are described by a model in which the Δ, Π and Σ states are the components of one L = 2 multiplet:

H = ε(|Λ|) + A L·S + B(J − L − S)²,

with ε = 0 for Δ, D1 for Π and D0 for Σ. The regime is 0 < B ≪ A ≪ D1, D0. The numerical coefficients derived below belong to this single triplet multiplet; a real molecule has several Π states, singlets among them, and different coefficients. Since the spin-orbit energy AΛΣ is −2A in 3Δ1, this component is the lowest.

**Theorem.** Under these assumptions, for J = 1:

(a) The Zeeman energy is g μ_B ℬ M, with, to leading order in each kind of mixing,

2g = 2 − g_S + 2A²/D1² + 8B/D1.

(b) The states Ω = ±1 are split into a doublet of width, to leading order,

δ = 288 A²B²/(D1²D0).

(c) For |M| = 1 and dE ≪ B, the doublet has polarization

P = dE/√(δ² + d²E²).

(d) The two orientations N = ±1 at fixed M have the same magnetic moment at leading order, while the interaction of an electron dipole with the internal field has energy W M N P, of opposite sign for the two.

**Lemma 1: the moments nearly cancel**

Write V = L + g_S S, so that H_Z = μ_B V·ℬ. Within a level of fixed J, the matrix elements of any vector operator are proportional to those of J. Setting V = gJ and taking the scalar product with J gives

g = ⟨V·J⟩/[J(J+1)].

The scalar product is evaluated in the molecular frame:

V·J = (Λ + g_SΣ)Ω + transverse terms.

The transverse terms change Λ or Σ, so they have no expectation value in pure 3Δ1. For Ω = 1 the first term is (2 − g_S)(1); for Ω = −1 it is (−2 + g_S)(−1), the same number. Thus

g = (2 − g_S)/2 = −0.00116 for J = 1.

The orbital projection is twice the spin projection and opposite to it, and the spin g factor is nearly 2.

The admixtures come next. Body-fixed components of J have commutators of reversed sign, so J₊ lowers Ω. Hence

J·L = ΛΩ + ½(J₊L₋ + J₋L₊),

where J₊L₋ lowers Λ and Ω together, as Ω = Λ + Σ requires.

Spin-orbit coupling, through (A/2)L₋S₊, joins (2, −1, 1) to the Π component (1, 0, 1). The element of L₋ is √(6 − 2) = 2 and that of S₊ is √2, so the coupling is √2 A. The admixed probability is 2A²/D1². In this component (Λ + g_SΣ)Ω = 1, against almost zero in 3Δ1, so ⟨V·J⟩ increases by 2A²/D1².

Rotation, through −2B J·L, joins (2, −1, 1) to (1, −1, 0). For J = 1 the element of J·L is ½ × 2 × √2 = √2, so the coupling is −2√2 B and the admixed amplitude is +2√2 B/D1. The operator V·J contains the same J·L. Its cross term is

2 × √2 × 2√2 B/D1 = 8B/D1.

Adding both terms to 2 − g_S proves (a). There is no 3Δ2 admixture in J = 1, since that component has |Ω| = 2, which exceeds J.

*Remark.* The cancellation is not protected against mixing. The term 2A²/D1² exceeds g_S − 2 = 0.00232 once A/D1 is greater than about 0.034. For contrast, in 3Δ3 the moments add: its lowest level, J = 3, has g = (2 + g_S) × 3/12 ≈ 1.00.

**Lemma 2: the doublet is a fourth-order effect**

To connect (2, −1, 1) with (−2, 1, −1), Λ must change by −4, Σ by +2 and Ω by −2. Apart from the part 2B L·S of the rotational energy, which has the form of the spin-orbit step and is negligible beside it for B ≪ A, Λ is changed only by the spin-orbit step (A/2)L₋S₊ and the rotational step −B J₊L₋, or their inverses, one unit at a time. At least four steps are therefore needed. With four, two must be spin-orbit steps, to change Σ by 2, and two must be rotational, to change Ω by −2.

The four elements of L₋ are 2, √6, √6 and 2, with product 24. The two elements of S₊ give √2 × √2 = 2. The two elements of J₊, for Ω going from 1 to 0 to −1, give

√(J(J+1)) × √(J(J+1)) = J(J+1).

The steps can be taken in 4!/(2! 2!) = 6 orders. Every order passes through Π, Σ and Π, with energy denominators −D1, −D0 and −D1. The coupling of the two states is

C = −6 × (A/2)² × B² × 24 × 2 × J(J+1)/(D1²D0)
= −72 A²B²J(J+1)/(D1²D0).

No lower-order coupling joins the two states, so the normalization terms of fourth-order perturbation theory do not contribute to C. Two degenerate states coupled by C split by 2|C|:

δ_J = 144 A²B²J(J+1)/(D1²D0).

For J = 1 this is (b). For J ≥ 2, rotation also mixes 3Δ1 with 3Δ2, which lies 2A above it; the condition B ≪ A keeps this small.

*Remark on the next order.* Two effects of relative order A/D1 reduce δ. First, measured from 3Δ1 at −2A, the Π gap is D1 + 2A after a spin-orbit step and D1 + A after a rotational one, while the Σ gap is D0 + 2A. The same holds in reverse at the last step. Each kind of step stands first, and last, in half of the six orders, so the two Π gaps grow by 1.5A on average. The relative change is −3A/D1 − 2A/D0.

Second, there are fifth-order paths with three spin-orbit steps, one rotational L step and one step −B J₊S₋ from −2B J·S. Each has a numerator A times that of a fourth-order path and one more negative denominator. The limits −1 ≤ Σ ≤ 1 allow 3, 4 and 3 such paths with the spin step taken at Λ = 1, 0 and −1. Their relative contribution is −A(6/D1 + 4/D0)/6. Together,

δ/δ_leading = 1 − 4A/D1 − 8A/(3D0) + … .

For A = 0.001 D1, D0 = 1.4 D1 and B = 10⁻⁷ D1 this gives 0.9941. The part 2B L·S of the rotational energy replaces A by A + 2B in the coupling and adds 4B/A = 0.0004, making 0.9945. High-precision diagonalization of the model gives 0.99451 for both J = 1 and J = 2.

**Lemma 3: a weak field polarizes the doublet**

The nuclear rotation is perpendicular to n, so n·J = Ω. The argument used for V now gives

⟨n_z⟩ = ΩM/[J(J+1)],

which is ΩM/2 for J = 1. The Stark interaction −dE n_z is thus diagonal in Ω, while the doublet coupling exchanges Ω = 1 and Ω = −1. The sign of that coupling can be absorbed in the phase of one state. In the order Ω = +1, −1 the matrix for M = ±1 has

diagonal elements −dEM/2 and +dEM/2; off-diagonal elements δ/2.

Its trace is zero and its determinant is −(δ² + d²E²)/4, so the energies are

ε_N = −(N/2)√(δ² + d²E²).

Here N = +1 labels the lower level, in which the dipole tends to lie along E, and N = −1 the upper.

To find ⟨Ω⟩, add a small term WΩ. The first diagonal element becomes −(dEM − 2W)/2 and the second its negative, so

ε_N(W) = −(N/2)√(δ² + (dEM − 2W)²).

The derivative at W = 0 is the expectation value of Ω:

⟨Ω⟩ = N M dE/√(δ² + d²E²) = N M P.

This proves (c). When polarization is complete, N = ΩM.

The scale is the critical field E_c = δ/d. Well below it, P ≈ dE/δ, and the lower level moves by −d²E²/(4δ), quadratically in the field. Well above it, P ≈ 1 − ½(E_c/E)², and the shifts are nearly linear. A polarization P requires E = E_c P/√(1 − P²), which is 7.02 E_c for P = 0.99.

States with M = 0 have no linear Stark energy, because ΩM = 0. For higher J, equating δ_J to the Stark separation 2dE|M|/[J(J+1)], with δ_J = δJ(J+1)/2, gives the critical field

E_c(J, M) = E_c [J(J+1)]²/(4|M|).

For J = 2 and |M| = 2 it is 4.5 times that of J = 1.

**Lemma 4: the internal interaction changes sign**

Let H_e be the interaction of an electron electric dipole with the electromagnetic fields inside the molecule. It is unchanged by rotations and odd under parity. A reflection in a plane containing n is parity followed by a rotation. It leaves the ordinary electronic Hamiltonian unchanged, reverses Λ, Σ and Ω, and changes the sign of H_e. Therefore

⟨−Ω|H_e|−Ω⟩ = −⟨Ω|H_e|Ω⟩.

Axial symmetry forbids elements of H_e between Ω = 1 and Ω = −1, so within the doublet H_e = WΩ. Time reversal also reverses Ω but leaves n fixed. An interaction even under time reversal would have equal values for ±Ω, and with the relation above both would vanish. A nonzero W therefore requires violation of parity and of time reversal.

Take the 3Δ state to come from one electron in a σ orbital and one in a δ orbital, with parallel spins. The effective field is defined through the electron in the σ orbital, which reaches the heavy nucleus. Let its dipole d_e lie along its spin direction s, in a field ℰ_eff n. Its energy is −d_e ℰ_eff s·n. In 3Δ1 the spins are opposite to Ω, so s·n = −Ω and

W = d_e ℰ_eff.

Lemma 3 then gives the energy W⟨Ω⟩ = W M N P, as stated in (d). No further factor ½ arises from rotation: s·n is a scalar, and spin and axis turn together.

The orbital and spin moments behave differently. For either Ω, the laboratory projections are

⟨Λn_z⟩ = (2Ω)(ΩM/2) = M,
⟨Σn_z⟩ = (−Ω)(ΩM/2) = −M/2.

Neither depends on N. At fixed M the spin keeps its laboratory direction while n turns over, and with it the internal field. This completes the proof of the theorem.

*Remark: how s–p mixing produces the sign.* A simple σ orbital shows the mechanism. Let an s orbital be mixed with p orbitals by −F N cos θ, where F > 0 and N gives the direction of n along z. To first order the orbital is

ψ = s + Σ_j p_j ⟨p_j|F N cos θ|s⟩/Δ_j,

where Δ_j is the gap from s to the p level of total angular momentum j. As a stand-in for H_e, with the same behaviour under rotation, parity and time reversal, take σ·r̂, where σ denotes the Pauli matrices. It conserves j and changes orbital parity, so it carries s1/2 into p1/2 alone. Hence

⟨σ·r̂⟩ = (2F N/Δ_1/2)⟨s|σ·r̂ cos θ|s⟩.

In the spherical s orbital the average of r̂_i r̂_z is 1/3 for i = z and zero otherwise. The result is

⟨σ·r̂⟩ = 2F N⟨σ_z⟩/(3Δ_1/2).

For an s–p gap of 1, a spin-orbit constant of 0.3 and F = 0.01, the p1/2 level is lowered by 0.3, so Δ_1/2 = 0.7. The formula gives ∓0.00952 for spin down and N = ±1. Diagonalization gives −0.0095230 and +0.0095230. This model fixes the reversal of sign, not the size of ℰ_eff, which requires a relativistic calculation of the molecule.

**Lemma 5: the observable difference and its magnetic background**

Adding the Zeeman energy to the results above,

E(M, N) = −(N/2)√(δ² + d²E²) + gμ_BℬM + W M N P.

The splitting between M = +1 and M = −1 is

Δ_N = 2gμ_Bℬ + 2N W P,

and the orientations differ by

Δ₊ − Δ₋ = 4WP.

At this order the magnetic part cancels. When |g| ≫ B/A, it returns mainly in two ways. The first is the mixing of J = 1 with J = 2 by the electric field. Treat the moment as axial and write Z = 2gμ_Bℬ. The combined perturbation is (−dE + ZΩ)n_z. For ΩM = 1 the rotor density in x = cos θ is (3/8)(1 + x)², which gives ⟨x⟩ = 1/2 and ⟨x²⟩ = 2/5. Since n_z connects J = 1 only to J = 1 and 2 when |Ω| = 1, the squared element to J = 2 is

2/5 − 1/4 = 3/20.

Replacing x by −x gives the same value for ΩM = −1. The level J = 2 lies 4B higher, so the second-order energy is

−(3/20)(dE − ZΩ)²/(4B).

Its cross term is 3dE ZΩ/(40B). With ⟨Ω⟩ = MNP, subtracting M = −1 from M = +1 doubles it, and subtracting N = −1 from N = +1 doubles it again:

(Δ₊ − Δ₋)_magnetic = 3dE P Z/(10B).

The second way is through the doublet coupling. Within J = 1 the orbital Zeeman term acts as μ_BℬM J·L/2, which replaces B by B − μ_BℬM/4 in the step −2B J·L. Since δ is proportional to B² at leading order, δ becomes δ(1 − μ_BℬM/(2B)), and ε_N changes by N M δ²μ_Bℬ/(4B√(δ² + d²E²)). The two subtractions give a further difference δ²μ_Bℬ/(B√(δ² + d²E²)). It carries no factor of the small g, and it falls as E grows.

Both terms are odd in ℬ, while 4WP is even. Averaging the difference over the two directions of ℬ removes them. Transverse spin moments, which act through 3Δ2, are omitted from these estimates. They change g by an amount of order dE/A: a Stark amplitude of order dE/B times a spin-uncoupling amplitude of order B/A. The Stark term above corresponds to a change of order g dE/B, so the omission is justified only if |g| ≫ B/A. When the cancellation in g is closer than that, the transverse moments must be included.

**Worked example**

The parameters are round and belong to no particular molecule: A = 30 THz, B = 10 GHz, D1 = 300 THz, D0 = 400 THz and d = 1.5 atomic units. Here A/D1 = 0.1, so the leading formulas should give magnitudes rather than precise values.

For the moment, (a) gives

2g = −0.00232 + 2(0.1)² + 8(10/300000) = 0.0179,

or g = 0.0090. Diagonalization of the full model gives g = 0.0060. Most of the difference comes from the gap: with D1 + 2A = 360 THz in the spin-orbit term and D1 + A = 330 THz in the rotational term, the formula gives 0.0059. Mixing has reversed the sign of the pure value, −0.0012, but the remainder is still only 0.6 percent of the orbital part.

For the doublet, (b) gives

δ = 288 × (0.1)² × (10 GHz)²/(400000 GHz) = 0.720 MHz.

Diagonalization gives 0.415 MHz, smaller by a factor of 0.58. The next-order expression gives a factor 1 − 0.4 − 0.2 = 0.4. It has the right direction but overshoots, so higher orders matter at this strength of spin-orbit coupling. The diagonalized values are used below.

The dipole corresponds to 1.919 MHz per V/cm. The critical field is 0.415/1.919 = 0.216 V/cm, and 99 percent polarization requires 7.02 × 0.216 = 1.52 V/cm. The polarization is 0.42 at 0.1 V/cm, 0.81 at 0.3 V/cm, 0.977 at 1 V/cm and 0.997 at 3 V/cm. The weak-field requirement depends on slow rotation. With B thirty times larger, the leading law makes δ 900 times larger, and E_c would be roughly 200 V/cm.

At 3 V/cm, dE = 5.758 MHz. The two-state formula gives shifts of ∓2.88646 MHz from the centre of the field-free doublet. Diagonalization of a rotor with J = 1 to 4 gives −2.88658 and +2.88633 MHz. The common lowering is the second-order repulsion from J = 2, (3/20)(5.758)²/(4 × 10000) MHz = 0.00012 MHz.

In a magnetic field of 10 μT the Zeeman splitting, calculated with the g factor of the lower field-free level, is 1685 Hz. Stark mixing makes it differ between the orientations by the fraction 0.3 × 5.758 × 0.997/10000 = 1.72 × 10⁻⁴, or 0.290 Hz. The doublet term, with μ_Bℬ/h = 140 kHz, adds 0.415² × 140 kHz/(5.773 × 10000), about 0.4 Hz, of the same sign. The two estimates total about 0.7 Hz. Diagonalization of the full model with J = 1 to 4 and the complete Zeeman operator gives splittings of 1682.9 and 1682.2 Hz for N = +1 and −1, a difference of 0.65 Hz. Of this, 0.39 Hz comes from the doublet term and 0.26 Hz from Stark mixing together with the transverse moments. The mean lies below 1685 Hz because the upper field-free level has a slightly smaller g factor.

Now assume ℰ_eff = 50 GV/cm and a trial dipole d_e = 10⁻³⁰ e cm. Neither is a calculated or measured result. Their product is 5 × 10⁻²⁰ eV, or W/h = 12.1 μHz. The difference between orientations is

4 × 12.09 × 0.9974 = 48.2 μHz.

This takes s·n = −Ω as in the pure state; in the model the Π admixture shortens the axial spin projection by 1.4 percent.

The magnetic difference is more than 10000 times larger. Comparing orientations suppresses the Zeeman splitting strongly, but reversal of ℬ is still needed. If a fraction f of the magnetic field fails to reverse, about f × 0.7 Hz survives the average, which equals the trial signal near f = 7 × 10⁻⁵.
